**Five-level model of spin polarization and optical readout**

The program tests closed forms for the steady state, the polarization and the readout signal of an optically pumped triplet defect with pump rate W, emission rate Γ, crossing rates k0 and k1 to a singlet shelf, and return rates s0 and s1. For 25 random rate sets it asserts that the steady populations, the m=0 population P after a dark wait and the total photon difference between pure spin starts agree with matrix solutions. A seven-level model with separate m=+1 and m=−1 states confirms that a π pulse on one transition scales the pure-state photon difference by (3P−1)/2. At four pump rates, direct maximization of the signal-to-noise ratio confirms that the instantaneous visibility at the best window is half the accumulated one. The weak-pump formulas for contrast, repolarization rate and best window are tested at small W. For the reference parameters the output shows P = 0.825, a best window of 846 ns and a contrast of 0.305. The pump scan shows that the weak-pump window is accurate at W = 0.06 per µs but about five times too short at W = 60 per µs.

## Numerical verification

```python
"""Five-level rate model of an optically pumped triplet defect.

Result under test: closed forms for the steady state, the spin polarization
after a dark wait, the total photon difference between spin states, and the
conditions for the readout window with the best shot-noise-limited signal.

Levels: 0 ground m=0, 1 ground m=+-1, 2 excited m=0, 3 excited m=+-1, 4 shelf.
pump: excitation rate; gamma: emission rate; k0, k1: crossing to the shelf;
s0, s1: return from the shelf to m=0 and to both m=+-1 states together.
All rates are in 1/us and all times in us. An extra last vector component
counts emitted photons.
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def build_generator(size, transitions, emitters, gamma):
    matrix = np.zeros((size + 1, size + 1))
    for source, target, rate in transitions:
        matrix[target, source] += rate
        matrix[source, source] -= rate
    for level in emitters:
        matrix[size, level] = gamma
    return matrix


def five_level(pump, gamma, k0, k1, s0, s1):
    moves = [(0, 2, pump), (1, 3, pump), (2, 0, gamma), (3, 1, gamma),
             (2, 4, k0), (3, 4, k1), (4, 0, s0), (4, 1, s1)]
    return build_generator(5, moves, (2, 3), gamma)


def seven_level(pump, gamma, k0, k1, s0, s1):
    # ground 0,+,- ; excited 0,+,- ; shelf
    moves = []
    for spin, crossing, back in ((0, k0, s0), (1, k1, s1 / 2), (2, k1, s1 / 2)):
        moves += [(spin, spin + 3, pump), (spin + 3, spin, gamma),
                  (spin + 3, 6, crossing), (6, spin, back)]
    return build_generator(7, moves, (3, 4, 5), gamma)


def steady_state(generator):
    size = len(generator) - 1
    system = generator[:size, :size].copy()
    system[-1] = 1.0
    right = np.zeros(size)
    right[-1] = 1.0
    return np.linalg.solve(system, right)


def after_dark(builder, rates):
    populations = steady_state(builder(*rates))
    dark = builder(0.0, *rates[1:])[:-1, :-1]
    wait = 40 / min(rates[1], rates[4] + rates[5])
    return expm(dark * wait) @ populations


def start_vector(m0_population):
    return np.array([m0_population, 1 - m0_population, 0, 0, 0, 0.0])


def photon_difference_total(rates):
    generator = five_level(*rates)
    decay = np.sort(-np.linalg.eigvals(generator[:5, :5]).real)
    final = expm(generator * 30 / decay[1])
    return (final @ (start_vector(1.0) - start_vector(0.0)))[5]


def closed_forms(rates):
    pump, gamma, k0, k1, s0, s1 = rates
    total = s0 + s1
    q0, q1 = k0 / (gamma + k0), k1 / (gamma + k1)
    b0, b1 = s0 / total, s1 / total
    ratio_sum = s0 / k0 + s1 / k1
    shelf = 1 / (1 + total / pump + ratio_sum * (1 + gamma / pump))
    pops = shelf * np.array([s0 / (pump * q0), s1 / (pump * q1),
                             s0 / k0, s1 / k1, 1.0])
    polarization = (pops[0] + pops[2] * (1 - q0 * b1)
                    + pops[3] * q1 * b0 + pops[4] * b0)
    difference = gamma * (1 / k0 - 1 / k1) * (1 + total / pump) * shelf
    return pops, polarization, difference, gamma * ratio_sum * shelf


def weak_pump(rates):
    pump, gamma, k0, k1, s0, s1 = rates
    q0, q1 = k0 / (gamma + k0), k1 / (gamma + k1)
    b0, b1 = s0 / (s0 + s1), s1 / (s0 + s1)
    p = b0 * q1 / (b0 * q1 + b1 * q0)
    repolarization = pump * (q0 * b1 + q1 * b0)
    r = (q1 - q0) * ((1 + p) / 4 - p) / (1 - p * q0 - (1 - p) * q1)
    x = brentq(lambda y: np.exp(y) - 1 - 2 * y + r * np.expm1(-y), 0.05, 5)
    return q0, q1, b0, p, repolarization, r, x


def readout(rates, window):
    """Vectors after the window, without and with the spin flip."""
    polarization = after_dark(five_level, rates)[0]
    propagator = expm(five_level(*rates) * window)
    return (propagator @ start_vector(polarization),
            propagator @ start_vector((1 - polarization) / 2))


def signal_to_noise(rates, window, efficiency):
    plain, flipped = readout(rates, window)
    return (np.sqrt(efficiency) * (plain[5] - flipped[5])
            / np.sqrt(plain[5] + flipped[5]))


def best_window(rates, efficiency):
    scale = 1 / weak_pump(rates)[4] + 1 / (rates[4] + rates[5])
    grid = scale * np.geomspace(0.01, 50, 180)
    values = np.array([signal_to_noise(rates, t, efficiency) for t in grid])
    turns = np.diff(np.sign(np.diff(values)))
    assert np.sum(turns < 0) == 1 and np.all(turns <= 0)
    top = int(np.argmax(values))
    found = minimize_scalar(lambda t: -signal_to_noise(rates, t, efficiency),
                            bounds=(grid[top - 1], grid[top + 1]),
                            method="bounded", options={"xatol": 1e-6 * grid[top]})
    return found.x


# Closed forms against matrix solutions for random rates, either sign of k1-k0
rng = np.random.default_rng(7)
for _ in range(25):
    trial = tuple(np.exp(rng.uniform(np.log(2), np.log(60), 6)))
    pops, polarization, difference, emission = closed_forms(trial)
    numeric = steady_state(five_level(*trial))
    assert np.allclose(pops, numeric, rtol=1e-9, atol=1e-12)
    assert abs(emission - trial[1] * (numeric[2] + numeric[3])) < 1e-8
    assert abs(polarization - after_dark(five_level, trial)[0]) < 1e-9
    counted = photon_difference_total(trial)
    assert abs(difference - counted) < 1e-5 * (1 + abs(counted))
    assert np.sign(counted) == np.sign(trial[3] - trial[2])

reference = (6.0, 60.0, 8.0, 60.0, 3.0, 2.0)
pump, gamma, k0, k1, s0, s1 = reference
eta = 0.01
q0, q1, b0, p_weak, lam, r_weak, x_weak = weak_pump(reference)

# Growth or fall of the photon difference with pump rate
assert photon_difference_total((20.0,) + reference[1:]) > \
    photon_difference_total(reference)
slow_emitter = (2.0, 8.0, 60.0, 3.0, 2.0)
assert photon_difference_total((20.0,) + slow_emitter) < \
    photon_difference_total((6.0,) + slow_emitter)

# Polarization threshold under weak pumping
tiny = 1e-3
neutral = after_dark(five_level, (tiny, 60.0, 20.0, 20.0, 1.0, 2.0))[0]
selective = after_dark(five_level, (tiny, 60.0, 8.0, 60.0, 1.0, 2.0))[0]
opposite = after_dark(five_level, (tiny, 60.0, 60.0, 8.0, 1.0, 2.0))[0]
assert abs(neutral - 1 / 3) < 1e-3 and selective > 0.4 and opposite < 0.3

# Separate m=+1 and m=-1 levels, with a flip of only one transition
seven_dark = after_dark(seven_level, reference)
P = after_dark(five_level, reference)[0]
kappa = (3 * P - 1) / 2
for window in (0.1, 0.5, 2.0):
    big = expm(seven_level(*reference) * window)
    before = np.append(seven_dark, 0.0)
    swapped = before.copy()
    swapped[[0, 2]] = before[[2, 0]]
    full_difference = (big @ before - big @ swapped)[7]
    small = expm(five_level(*reference) * window)
    pure_difference = (small @ (start_vector(1.0) - start_vector(0.0)))[5]
    assert abs(full_difference - kappa * pure_difference) < 1e-9

# Earliest difference of emission rates
early = 1e-4
change = expm(five_level(*reference) * early) @ (start_vector(1.0)
                                                 - start_vector(0.0))
early_rate = gamma * (change[2] + change[3])
assert abs(early_rate / (gamma * pump * (k1 - k0) * early**2 / 2) - 1) < 0.02

# Weak pumping: prompt contrast, relaxation rate and best window
weak = (tiny,) + reference[1:]
prompt = expm(five_level(*weak) * 1.0)
bright = prompt @ start_vector(1.0)
dim = prompt @ start_vector(0.0)
prompt_contrast = 1 - (dim[2] + dim[3]) / (bright[2] + bright[3])
assert abs(prompt_contrast / ((k1 - k0) / (gamma + k1)) - 1) < 3e-3
modes = np.sort(-np.linalg.eigvals(five_level(*weak)[:5, :5]).real)
assert abs(modes[1] / weak_pump(weak)[4] - 1) < 2e-3
slow = (0.003,) + reference[1:]
assert abs(best_window(slow, eta) * weak_pump(slow)[4] / x_weak - 1) < 3e-3

# Best window at several pump rates; instantaneous over cumulative visibility
table = []
for trial_pump in (0.06, 0.6, 6.0, 60.0):
    rates = (trial_pump,) + reference[1:]
    window = best_window(rates, eta)
    plain, flipped = readout(rates, window)
    now_plain, now_flipped = sum(plain[2:4]), sum(flipped[2:4])
    instant = (now_plain - now_flipped) / (now_plain + now_flipped)
    cumulative = (plain[5] - flipped[5]) / (plain[5] + flipped[5])
    assert abs(instant / cumulative - 0.5) < 2e-3
    table.append((trial_pump, after_dark(five_level, rates)[0],
                  photon_difference_total(rates), window,
                  x_weak / weak_pump(rates)[4], 1 - flipped[5] / plain[5],
                  signal_to_noise(rates, window, eta), instant, cumulative))
T_best, _, contrast, snr, instant, cumulative = table[2][3:]
plain, flipped = readout(reference, T_best)

# Photon-number variance from the first two factorial moments
L = five_level(*reference)[:5, :5]
jump = np.zeros((5, 5))
jump[0, 2] = jump[1, 3] = gamma
zero = np.zeros((5, 5))
chain = expm(np.block([[L, zero, zero], [jump, L, zero], [zero, jump, L]]) * T_best)
mandel = []
for population, count in ((P, plain[5]), ((1 - P) / 2, flipped[5])):
    result = chain @ np.concatenate([start_vector(population)[:5], np.zeros(10)])
    mean = result[5:10].sum()
    assert abs(mean - count) < 1e-8
    mandel.append((2 * result[10:].sum() - mean**2) / mean)
assert max(abs(eta * value) for value in mandel) < 0.05

pops = steady_state(five_level(*reference))
print(f"Pump rate W = {pump:.1f} 1/us")
print(f"Emission rate Gamma = {gamma:.1f} 1/us")
print(f"Crossing rates k0, k1 = {k0:.1f}, {k1:.1f} 1/us")
print(f"Shelf return rates s0, s1 = {s0:.1f}, {s1:.1f} 1/us")
print(f"Detection efficiency eta = {eta:.3f} (no unit)")
print(f"Crossing probabilities q0, q1 = {q0:.4f}, {q1:.4f}")
print(f"Return fractions b0, b1 = {b0:.3f}, {1 - b0:.3f}")
print("Steady populations n1..n5 = " + ", ".join(f"{n:.4f}" for n in pops))
print(f"Steady ratio n1/n2 = {pops[0] / pops[1]:.4f}")
print(f"Steady emission F = {gamma * (pops[2] + pops[3]):.4f} photons/us")
print(f"m=0 population after dark wait P = {P:.4f}")
print(f"Weak-pump polarization p = {p_weak:.4f}")
print(f"Flip factor kappa = {kappa:.4f}")
print(f"Total pure-state photon difference = {table[2][2]:.4f} photons")
print(f"Same difference times kappa = {kappa * table[2][2]:.4f} photons")
print(f"Weak-pump prompt contrast, formula = {(k1 - k0) / (gamma + k1):.4f}")
print(f"Weak-pump prompt contrast, matrix = {prompt_contrast:.4f}")
print(f"Weak-pump formula for lambda at W = {lam:.4f} 1/us")
print(f"Weak-pump r = {r_weak:.4f}, root x = {x_weak:.4f}")
x_plain = brentq(lambda y: np.exp(y) - 1 - 2 * y, 0.1, 5)
print(f"Root x for r=0 = {x_plain:.4f}")
print(f"Weak-pump estimate of window at W = {x_weak / lam:.4f} us")
print(f"Best window = {T_best:.4f} us = {1000 * T_best:.1f} ns")
print(f"Emitted photons Na, Nb = {plain[5]:.4f}, {flipped[5]:.4f}")
print(f"Detected photons Na, Nb = {eta * plain[5]:.5f}, {eta * flipped[5]:.5f}")
print(f"Contrast 1-Nb/Na = {contrast:.4f}")
print(f"Visibility, instantaneous = {instant:.4f}")
print(f"Visibility, cumulative = {cumulative:.4f}")
print(f"Single-shot signal-to-noise = {snr:.5f}")
print(f"Shot pairs for signal-to-noise 10 = {(10 / snr)**2:.0f}")
for factor in (0.5, 2.0):
    relative = signal_to_noise(reference, factor * T_best, eta) / snr
    print(f"Relative signal-to-noise at {factor:.1f} best window = {relative:.4f}")
print(f"Mandel Q emitted, a and b = {mandel[0]:.4f}, {mandel[1]:.4f}")
print(f"eta*Q, a and b = {eta * mandel[0]:.5f}, {eta * mandel[1]:.5f}")
print("Pump scan: W(1/us) P dN(photons) T(us) Tweak(us) contrast SNR")
for row in table:
    print(f"{row[0]:6.2f} {row[1]:.4f} {row[2]:.4f} {row[3]:.4f} "
          f"{row[4]:.4f} {row[5]:.4f} {row[6]:.5f}")
print("verified")
```

Printed output:

```
Pump rate W = 6.0 1/us
Emission rate Gamma = 60.0 1/us
Crossing rates k0, k1 = 8.0, 60.0 1/us
Shelf return rates s0, s1 = 3.0, 2.0 1/us
Detection efficiency eta = 0.010 (no unit)
Crossing probabilities q0, q1 = 0.1176, 0.5000
Return fractions b0, b1 = 0.600, 0.400
Steady populations n1..n5 = 0.6719, 0.1054, 0.0593, 0.0053, 0.1581
Steady ratio n1/n2 = 6.3750
Steady emission F = 3.8735 photons/us
m=0 population after dark wait P = 0.8249
Weak-pump polarization p = 0.8644
Flip factor kappa = 0.7373
Total pure-state photon difference = 1.8841 photons
Same difference times kappa = 1.3891 photons
Weak-pump prompt contrast, formula = 0.4333
Weak-pump prompt contrast, matrix = 0.4333
Weak-pump formula for lambda at W = 2.0824 1/us
Weak-pump r = -0.1834, root x = 1.1633
Root x for r=0 = 1.2564
Weak-pump estimate of window at W = 0.5587 us
Best window = 0.8459 us = 845.9 ns
Emitted photons Na, Nb = 3.3454, 2.3243
Detected photons Na, Nb = 0.03345, 0.02324
Contrast 1-Nb/Na = 0.3052
Visibility, instantaneous = 0.0900
Visibility, cumulative = 0.1801
Single-shot signal-to-noise = 0.04288
Shot pairs for signal-to-noise 10 = 54385
Relative signal-to-noise at 0.5 best window = 0.8786
Relative signal-to-noise at 2.0 best window = 0.8807
Mandel Q emitted, a and b = 0.1660, 0.2578
eta*Q, a and b = 0.00166, 0.00258
Pump scan: W(1/us) P dN(photons) T(us) Tweak(us) contrast SNR
  0.06 0.8639 1.1117 55.9511 55.8664 0.2188 0.02733
  0.60 0.8595 1.1995 5.7141 5.5866 0.2355 0.02948
  6.00 0.8249 1.8841 0.8459 0.5587 0.3052 0.04288
 60.00 0.7328 3.7061 0.2931 0.0559 0.3653 0.06327
verified
```
